# Built-in field of an insulating film between electrodes of unequal work function

## Problem

A uniform insulating film of thickness $d=10$ nm fills the space between two flat metal electrodes, L at $x=0$ and R at $x=d$. Their effective work functions are $\Phi_L=4.5$ eV and $\Phi_R=5.0$ eV. A wire joins the electrodes, and the system has reached equilibrium. There is no fixed charge inside the film or at its faces. The metals screen perfectly, so no voltage drops inside them.

The relative permittivity of the film is $\varepsilon_r=30$. The film may also carry a uniform polarization $P$ that is not part of this linear response, as a ferroelectric does. These are round model parameters and describe no particular material.

(a) Find the size and direction of the built-in field. Does it depend on $\varepsilon_r$ or $P$?

(b) How many electrons per area pass through the wire to set it up, for $P=0$ and for $P=20$ µC/cm² directed from L to R? Confirm the field by an energy argument.

(c) Suppose that there is fixed charge after all: a sheet of $\sigma_i=+1.0$ µC/cm², parallel to the electrodes, at a distance $a=1$ nm from L. Find the field on each side of it.

(d) The film is ferroelectric and reverses its polarization when the field inside it reaches $\pm E_c$, with $E_c=1.0$ MV/cm. At which applied voltages does it switch, and which polarization direction is favoured at zero applied voltage?

(e) How does the answer to (a) change if a thin non-ferroelectric layer separates the film from one electrode?

## Conventions

The elementary charge $e$ is positive, so an electron has charge $-e$. The field $E$ and the polarization $P$ are positive when they point from L to R. The electrostatic potential is $\phi(x)$, with $E=-d\phi/dx$. The film permittivity is written $\varepsilon=\varepsilon_0\varepsilon_r$.

The effective work function is the energy needed to take an electron from the Fermi level of a metal to an effective vacuum level just inside the film. It includes the microscopic dipole layer at the contact, and it can therefore differ from the work function of the same metal facing empty space. It is taken here as a fixed property of each contact, independent of $P$ and of the applied voltage. The effective vacuum level in the film follows the electrostatic energy of an electron, $-e\phi(x)$.

## Solution

### (a) The built-in field

**The potential difference.** Electrons can pass through the wire, so in equilibrium the two metals share one Fermi level $\mu$. If the levels differed, moving an electron from the higher to the lower would release energy, and the transfer would continue.

Beside each metal, the effective vacuum level lies one effective work function above the Fermi level:

$$
-e\phi_L=\mu+\Phi_L,\qquad -e\phi_R=\mu+\Phi_R .
$$

Subtracting the first equation from the second removes $\mu$:

$$
-e\phi_R+e\phi_L=\Phi_R-\Phi_L .
$$

Division by $e$ gives the built-in potential difference

$$
V_{bi}\equiv\phi_L-\phi_R=\frac{\Phi_R-\Phi_L}{e}.
$$

An energy of 0.5 eV divided by one elementary charge is 0.5 V, so $V_{bi}=0.5$ V, with L at the higher potential.

A voltmeter connected to the two electrodes nevertheless reads zero. It responds to a difference of Fermi levels, which could drive a current through it, and here that difference vanishes. The electrostatic potential difference across the film is real, but it is balanced by the difference in work functions.

**The shape of the field.** The displacement in the film is

$$
D=\varepsilon E+P .
$$

Gauss's law states that $dD/dx$ equals the density of charge other than polarization charge. That density is zero in the film, so

$$
\varepsilon\frac{dE}{dx}+\frac{dP}{dx}=0 .
$$

Because $P$ is uniform, its derivative vanishes, and $E$ has the same value throughout the film. Integrating $E=-d\phi/dx$ from L to R then gives

$$
\int_0^d E\,dx=Ed=\phi_L-\phi_R=V_{bi},
$$

and therefore

$$
\boxed{E_{bi}=\frac{\Phi_R-\Phi_L}{e\,d}}
$$

For the given film,

$$
E_{bi}=\frac{0.5\ \text{V}}{10\ \text{nm}}=0.050\ \text{V/nm}=0.5\ \text{MV/cm}.
$$

The sign is positive: the field points from L, the metal with the lower work function, to R. An electron's electrostatic energy rises by 0.5 eV from L to R, and the band edges of the film tilt by the same amount.

**What the field depends on.** Neither $\varepsilon_r$ nor $P$ appears in the result. The connected metals fix the potential difference, and their surface charges take whatever values that requires. The field vanishes for equal effective work functions and changes sign if the two metals are exchanged. For a given pair of metals it falls as $1/d$, while $V_{bi}$ stays the same.

The connection matters. Suppose that the electrodes are neutral and have never been joined, and that $P=0$. There is then no charge to produce a field, so $E=0$. The effective vacuum levels are aligned, and the Fermi levels differ by 0.5 eV. The built-in field appears when electrons are allowed to remove that difference.

### (b) The charge that produces the field

**Counting the electrons.** Let $n$ be the number of electrons per area that have moved from L to R. The inner surface of L then carries the charge density $+en$ and that of R carries $-en$. Apply Gauss's law to a thin box with one face inside metal L, where the field is zero, and the other in the film. The displacement leaving the box equals the enclosed metal charge:

$$
en=D=\varepsilon E+P .
$$

For $P=0$ and $E=E_{bi}$, the charge density on L is $\varepsilon E_{bi}=1.328$ µC/cm², which corresponds to $n=0.083$ electrons per nm². This is one electron for about every 12 nm² of electrode. The problem excludes fixed charge inside the film and at its faces. It does not exclude this mobile charge on the metals, which is the source of the field.

For $P=20$ µC/cm² toward R, the charge density on L becomes

$$
en=1.328+20=21.3\ \text{µC/cm}^2,
$$

or $n=1.33$ electrons per nm². Most of this charge compensates the bound polarization charge at the film faces. The part left over, $en-P$, is the same as before, and so is the field.

**The energy argument.** The same field follows from asking which $n$ has the lowest energy. Taking an electron out of L costs $\Phi_L$, and placing it in R returns $\Phi_R$. For $n$ electrons per area, this contributes $-n(\Phi_R-\Phi_L)$.

The transfer also charges the electrodes. When $n$ electrons have already moved, the potential of L exceeds that of R by $Ed$. Moving $dn$ more electrons from L to R requires the work

$$
dW=e\,dn\,Ed,\qquad E=\frac{en-P}{\varepsilon},
$$

where $P$ is held fixed. Integration from zero to $n$ gives

$$
W=\frac{ed}{\varepsilon}\int_0^n(en'-P)\,dn'
=\frac{d}{2\varepsilon}\left[(en-P)^2-P^2\right].
$$

The last term does not contain $n$ and has no influence on the position of the minimum. Without it, the energy per area is

$$
U(n)=-n(\Phi_R-\Phi_L)+\frac{d}{2\varepsilon}(en-P)^2 .
$$

Its derivative is

$$
\frac{dU}{dn}=-(\Phi_R-\Phi_L)+ed\,\frac{en-P}{\varepsilon}
=-(\Phi_R-\Phi_L)+edE .
$$

Setting this to zero returns $E=(\Phi_R-\Phi_L)/(ed)$. The second derivative, $e^2d/\varepsilon$, is positive, so the stationary point is a minimum. The transfer stops when the work against the field, $edE$, has grown to equal the gain from the work functions.

A numerical minimization of $U(n)$ gives 0.500 MV/cm for $P=0$, for $P=20$ µC/cm², and for $P=0$ with the permittivity reduced to one third.

### (c) A sheet of fixed charge

Let $E_1$ be the field between L and the sheet, and $E_2$ the field between the sheet and R. A thin box around the sheet encloses the charge $\sigma_i$ per area. The uniform $P$ is the same on both sides and cancels, so

$$
\varepsilon E_2-\varepsilon E_1=\sigma_i .
$$

The metals are still connected, and the total potential difference is still $V_{bi}$:

$$
aE_1+(d-a)E_2=V_{bi}.
$$

Insert $E_2=E_1+\sigma_i/\varepsilon$ into the second equation:

$$
aE_1+(d-a)E_1+(d-a)\frac{\sigma_i}{\varepsilon}
=dE_1+(d-a)\frac{\sigma_i}{\varepsilon}=V_{bi}.
$$

Division by $d$ gives $E_1$, and adding $\sigma_i/\varepsilon$ gives $E_2$:

$$
E_1=E_{bi}-\frac{\sigma_i}{\varepsilon}\,\frac{d-a}{d},\qquad
E_2=E_{bi}+\frac{\sigma_i}{\varepsilon}\,\frac{a}{d}.
$$

The quantity $\sigma_i/\varepsilon$ follows from part (b), where a charge density of 1.328 µC/cm² produced 0.5 MV/cm:

$$
\frac{\sigma_i}{\varepsilon}=\frac{1.0}{1.328}\times0.5\ \text{MV/cm}=0.3765\ \text{MV/cm}.
$$

With $a/d=0.1$,

$$
E_1=0.5-0.9\times0.3765=0.161\ \text{MV/cm},
$$

$$
E_2=0.5+0.1\times0.3765=0.538\ \text{MV/cm}.
$$

A solution of Poisson's equation on a grid gives the same two values. It also gives a mean field of 0.500 MV/cm, as it must: the mean field is the potential difference divided by $d$, and the sheet does not alter the potential difference.

The field is thus changed strongly in the 1 nm next to L and by about 8% of $E_{bi}$ in the remaining 9 nm. The reason is screening. The charge on L is $\varepsilon E_1+P$, which the sheet lowers by $\sigma_i(1-a/d)$. Nine tenths of the compensating charge therefore sits on the nearby electrode L and one tenth on R.

Two limits show when fixed charge matters.

- As $a\to0$, $E_2\to E_{bi}$. A sheet lying directly against an ideal metal is fully compensated by that metal and leaves the film field unchanged, provided that $\Phi_L$ is held at its given value. Fixed charge acts on the film through its distance from the metal.
- The field next to L vanishes when $\sigma_i(d-a)/(\varepsilon d)=E_{bi}$, that is, when $\sigma_i=\varepsilon E_{bi}\,d/(d-a)$. Here this is $1.328\times10/9=1.48$ µC/cm². A larger positive sheet reverses the field between L and the sheet.

With fixed charge present, "the" built-in field is no longer a single number. The ratio $V_{bi}/d$ then gives its average over the thickness.

### (d) Switching voltages and imprint

**The field under an applied voltage.** Replace the wire by a voltage source that holds L at the voltage $V$ relative to R. A positive voltage lowers the energy of electrons in L, so the Fermi levels obey $\mu_L=\mu_R-eV$. The relations of part (a) become

$$
-e\phi_L=\mu_L+\Phi_L,\qquad -e\phi_R=\mu_R+\Phi_R .
$$

Subtracting the first from the second and dividing by $e$ gives

$$
\phi_L-\phi_R=\frac{\mu_R-\mu_L}{e}+\frac{\Phi_R-\Phi_L}{e}=V+V_{bi},
$$

and the field in the film without fixed charge is

$$
E=\frac{V+V_{bi}}{d}.
$$

It vanishes at $V=-V_{bi}=-0.5$ V, not at $V=0$.

**The switching voltages.** Polarization toward R sets in when $E=+E_c$, and polarization toward L when $E=-E_c$. Solving $(V+V_{bi})/d=\pm E_c$ for $V$ gives

$$
V_\pm=\pm E_cd-V_{bi}.
$$

The product $E_cd$ is 1.0 MV/cm times 10 nm, or 1.0 V. Hence

$$
V_+=1.0-0.5=+0.5\ \text{V},\qquad V_-=-1.0-0.5=-1.5\ \text{V}.
$$

The centre of the switching loop is at $(V_++V_-)/2=-V_{bi}=-0.5$ V. Such a displacement of the loop along the voltage axis is called imprint. A work-function difference is one source of it. In real capacitors, charge trapped at interfacial layers and aligned defects also shift the loop, and this model does not contain them. With ideal contacts the width of the loop, $V_+-V_-=2E_cd=2.0$ V, is unaffected by the work-function difference.

**A check with a model ferroelectric.** The rule "switch at $\pm E_c$" can be replaced by a film with two polarization states. In the Landau model of a uniformly polarized film, the polarization energy per volume is

$$
f(P)=-\tfrac12AP^2+\tfrac14BP^4,\qquad A,B>0 .
$$

Adding the energy of the linear dielectric response and the work of the source and the work functions gives

$$
u(P,D)=f(P)+\frac{(D-P)^2}{2\varepsilon}-D\,\frac{V+V_{bi}}{d},
$$

where $D=en$. This is the energy $U(n)$ of part (b) divided by $d$, with the polarization energy and the source term added. Setting $\partial u/\partial D=0$ gives $(D-P)/\varepsilon=(V+V_{bi})/d$, which is the field $E$ found above. Setting $\partial u/\partial P=0$ gives $f'(P)=(D-P)/\varepsilon=E$, or

$$
E=-AP+BP^3 .
$$

At $E=0$ the two stable states have $P=\pm P_r$ with $P_r=\sqrt{A/B}$. A state disappears where $dE/dP=-A+3BP^2=0$, at $|P|=P_r/\sqrt3$. Using $BP_r^2=A$, the size of the field there is

$$
E_c=\frac{P_r}{\sqrt3}\left(A-\frac{A}{3}\right)=\frac{2AP_r}{3\sqrt3}.
$$

The choice $P_r=20$ µC/cm² and $E_c=1.0$ MV/cm fixes $A$ and $B$. Because $A$ is set from $E_c$, the model tests the shift of the loop, not the value of $E_c$. In this model $P$ itself responds to the field, so $\varepsilon_r=30$ is only the background permittivity, and at $V=0$ the built-in field moves the two states to $+21.7$ and $-17.7$ µC/cm². The voltage was then swept in steps of 0.01 V while $P$ and $D$ relaxed toward lower $u$. The polarization reversed at $+0.51$ V in the upward sweep and at $-1.51$ V in the downward sweep. Each value is one step beyond the predicted threshold. At the threshold itself the old state is still a stationary point of the energy, so the polarization can come to rest there, and it leaves at the next step. The loop centre is at $-0.50$ V, as predicted.

**The favoured state.** At $V=0$ the film feels $+0.5$ MV/cm, which favours polarization toward R. The two states have different margins against switching:

- Polarization toward L is lost when the applied voltage reaches $+0.5$ V.
- Polarization toward R is lost when it reaches $-1.5$ V.

The state toward L is the weaker one for retention, because the built-in field already supplies half of the field needed to reverse it. This comparison of thresholds does not give a retention time. That would need a model of thermally activated switching, and of any charge that becomes trapped while the film is stored in one state.

The weaker state has no energy barrier left at zero applied voltage if $E_{bi}\ge E_c$, which means

$$
d\le\frac{V_{bi}}{E_c}=\frac{0.5\ \text{V}}{1.0\ \text{MV/cm}}=5\ \text{nm}.
$$

This estimate keeps $E_c$ at its value for the 10 nm film. A coercive field that changes with thickness would move the limit.

### (e) A thin layer at one electrode

Let a layer of thickness $t$ and permittivity $\varepsilon_i$, without polarization of its own beyond its linear response, lie between the film and one electrode. The film keeps its thickness $d$. Assume that the layer carries no fixed charge, that its boundary with the film adds no dipole step, and that the effective work functions are unchanged. The total potential difference is then still $V_{bi}$.

With $E_i$ the field in the layer, continuity of the displacement gives

$$
\varepsilon_iE_i=\varepsilon E+P
\quad\Rightarrow\quad
E_i=\frac{\varepsilon E+P}{\varepsilon_i}.
$$

The voltages across film and layer add up to $V_{bi}$:

$$
Ed+E_it=Ed+\frac{t}{\varepsilon_i}(\varepsilon E+P)=V_{bi}.
$$

Collecting the terms in $E$ and dividing by their common factor,

$$
E=\frac{V_{bi}-Pt/\varepsilon_i}{d+t\,\varepsilon/\varepsilon_i}.
$$

For $t\to0$ this returns the result of part (a). For finite $t$ there are two changes. The denominator grows, because the layer takes part of the built-in voltage; a layer of low permittivity counts as a film thickness $t\varepsilon/\varepsilon_i$, which can be much larger than $t$. The numerator now contains $P$, with a sign that opposes the polarization. This second part is the depolarization field. It acts against either polarization state, whereas the work-function part favours one of them.

The independence from $\varepsilon_r$ and $P$ found in part (a) therefore rests on ideal contacts. When the metal charge cannot sit directly at the face of the film, the compensation of $P$ is incomplete, and both quantities enter the field. A real metal does this even without a foreign layer, because its screening charge is spread over a finite screening length $\lambda$. In the simplest (Thomas–Fermi) description, two such electrodes act as a layer with $t=2\lambda$ and $\varepsilon_i=\varepsilon_0$. For $\lambda=0.02$ nm and $|P|$ held at 20 µC/cm², $|P|t/\varepsilon_i=0.90$ V, which exceeds $V_{bi}$, and the denominator is 11.2 nm. The field is then $-0.36$ MV/cm for $P$ toward R and $+1.25$ MV/cm for $P$ toward L, while for $P=0$ it is 0.45 MV/cm. The value of 0.5 MV/cm applies to connected, perfectly screening electrodes, a film free of fixed charge, and contacts without such a layer. In a polarized film with real contacts, the depolarization part can be larger than the work-function part.

## Computed values

```
INPUTS
Effective work function of L: 4.5 eV
Effective work function of R: 5.0 eV
Film thickness: 10 nm
Relative permittivity: 30
Remanent polarization: 20 uC/cm^2
Coercive field: 1.0 MV/cm
BUILT-IN FIELD
Work-function difference: 0.5 eV
Built-in potential difference, L minus R: 0.5 V
Built-in field, L to R: 0.500 MV/cm
Same field converted: 0.050 V/nm
CHECK BY ENERGY MINIMIZATION
Field, P = 0: 0.500 MV/cm
Field, P = remanent, toward R: 0.500 MV/cm
Field, P = 0, permittivity / 3: 0.500 MV/cm
Electrons moved L to R, P = 0: 0.0829 per nm^2
Electrons moved L to R, P = remanent: 1.3312 per nm^2
Charge on L, P = 0: 1.328 uC/cm^2
FIXED CHARGE SHEET IN THE FILM
Sheet charge: 1.0 uC/cm^2
Distance from L: 1 nm
Field between L and sheet: 0.161 MV/cm
Field beyond sheet: 0.538 MV/cm
Mean field: 0.500 MV/cm
IMPRINT OF THE SWITCHING LOOP
Switching toward R, formula: 0.50 V
Switching toward R, Landau sweep: 0.51 V
Switching toward L, formula: -1.50 V
Switching toward L, Landau sweep: -1.51 V
Loop centre, formula: -0.50 V
Loop centre, Landau sweep: -0.50 V
```
